**Trap detection limit from a capacitance transient**

The program tests $N_{\min}=2N_D\delta$, where $N_D$ is the shallow doping and $\delta$ is the smallest resolvable full amplitude $\Delta C/C$. For $N_D=10^{17}\ \mathrm{cm^{-3}}$ and $\delta=10^{-5}$ the result is $2\times10^{12}\ \mathrm{cm^{-3}}$. A finite-difference Poisson solution with mobile electrons and frozen trap charge asserts this law for acceptor-like and donor-like traps, and the square-root law at larger acceptor-like trap densities. It also asserts that the depletion-edge formula agrees within 5% at three biases. Further assertions compare the rate-window peak, the tunnelling exponent, and the bias and temperature drifts with numerical maximization, quadrature or finite differences. For the gallium oxide example, the output shows that edges raise the limit to $4.6\times10^{12}\ \mathrm{cm^{-3}}$ at 5 V and $3.0\times10^{12}\ \mathrm{cm^{-3}}$ at 20 V. Adding a rate window with time ratio 10 and field-assisted emission gives $6.9\times10^{12}\ \mathrm{cm^{-3}}$ at 5 V.

## Verification by program

```python
"""
Smallest trap density detectable by a capacitance transient.

Result under test: N_min = 2 * N_D * delta, with N_D the shallow doping and
delta the smallest resolvable full amplitude (C_final - C_initial)/C_final.
All traps in the depletion layer are full at first and empty at the end.
The program also sizes edge regions, rate-window loss, field-assisted
emission, leakage and drift for a gallium oxide thin-film Schottky diode.

Poisson solver units: length in Debye lengths, band bending u in kT,
charge in units of N_D. Other quantities are SI unless the name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import expit

q, k_B, hbar, h_planck = const.e, const.k, const.hbar, const.h

# Inputs: the requested estimate, then rough typical device parameters
resolution = 1e-5
doping_cm3 = 1e17
doping = doping_cm3 * 1e6
eps_rel = 10.0
mass_ratio = 0.28
barrier_eV = 1.1
trap_depth_eV = 0.8
cross_section_cm2 = 1e-14
temperature = 350.0
reverse_bias = 5.0
high_bias = 20.0
area_cm2 = 1e-3
film_nm = 1000.0
breakdown_MV_cm = 5.0
window_ratio = 10.0
eps_temp_coeff = 1e-4

eps = eps_rel * const.epsilon_0
mass = mass_ratio * const.m_e
kT = k_B * temperature
kT_eV = kT / q


def band_density(T):
    """Effective density of states of the conduction band."""
    return 2 * (mass * k_B * T / (2 * np.pi * hbar**2))**1.5


def built_in(T):
    """Band bending in volts at zero applied bias."""
    return barrier_eV - k_B * T / q * np.log(band_density(T) / doping)


def depletion_width(bending):
    return np.sqrt(2 * eps * bending / (q * doping))


N_C = band_density(temperature)
fermi_depth_eV = kT_eV * np.log(N_C / doping)
V_bi = built_in(temperature)
V_total = V_bi + reverse_bias
trap_below_fermi_eV = trap_depth_eV - fermi_depth_eV
crossing_u = trap_below_fermi_eV / kT_eV
W = depletion_width(V_total)
W_pulse = depletion_width(V_bi)
edge_length = depletion_width(trap_below_fermi_eV)
peak_field = 2 * V_total / W


def edge_factor(applied):
    """Signal relative to the ideal one, from the first moment of charge."""
    width = depletion_width(V_bi + applied)
    inner = max(W_pulse - edge_length, 0.0)
    outer = width - edge_length
    return (outer**2 - inner**2) / width**2


# ---------- Poisson solver with mobile electrons and trap occupation ----------
STEP = 0.01


def laplacian_minus(diagonal):
    """Banded matrix of the second derivative minus a diagonal term."""
    bands = np.empty((3, diagonal.size))
    bands[0] = bands[2] = 1 / STEP**2
    bands[1] = -2 / STEP**2 - diagonal
    return bands


def solve_junction(surface_u, trap_ratio, points, frozen=None):
    """Return capacitance and trap filling; frozen=None means steady state."""
    x = STEP * np.arange(points)
    u = 0.5 * np.maximum(np.sqrt(2 * surface_u) - x, 0)**2
    u[0], u[-1] = surface_u, 0.0
    bulk_filling = expit(crossing_u) if frozen is None else frozen[-1]
    n_bulk = 1 - trap_ratio * bulk_filling
    for _ in range(80):
        filling = expit(crossing_u - u) if frozen is None else frozen
        f = filling[1:-1]
        electrons = n_bulk * np.exp(-u[1:-1])
        charge = 1 - trap_ratio * f - electrons
        residual = (u[2:] - 2 * u[1:-1] + u[:-2]) / STEP**2 - charge
        slope = electrons.copy()
        if frozen is None:
            slope += trap_ratio * f * (1 - f)
        change = solve_banded((1, 1), laplacian_minus(slope), -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-9 * surface_u:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    if frozen is None:
        filling = expit(crossing_u - u)
    else:
        filling = frozen
    # Small-signal response: electrons follow, trap occupation does not.
    electrons = n_bulk * np.exp(-u[1:-1])
    source = np.zeros(points - 2)
    source[0] = -1 / STEP**2
    response = solve_banded((1, 1), laplacian_minus(electrons), source)
    return STEP * np.sum(electrons * response), filling


def grid_points(surface_u):
    return int((np.sqrt(2 * surface_u) + 18) / STEP)


# Ideal law: all traps full against all traps empty
U = V_total / kT_eV
points = grid_points(U)
full, empty = np.ones(points), np.zeros(points)
C_empty, _ = solve_junction(U, 0.0, points, empty)
C_limit, _ = solve_junction(U, 2 * resolution, points, full)
simulated_resolution = 1 - C_limit / C_empty
assert abs(simulated_resolution / resolution - 1) < 2e-3
for ratio in (0.01, 0.1):
    C_full, _ = solve_junction(U, ratio, points, full)
    signal = 1 - C_full / C_empty
    assert abs(signal / (1 - np.sqrt(1 - ratio)) - 1) < 2e-3
    assert abs((2 * signal - signal**2) / ratio - 1) < 2e-3
# Donor-like traps: empty traps add positive charge (negative ratio)
C_donor, _ = solve_junction(U, -2 * resolution, points, full)
assert abs((1 - C_empty / C_donor) / resolution - 1) < 2e-3


# Edge factor: pulse, frozen occupation, then steady state
def simulated_edge_factor(applied, ratio=1e-3):
    surface = (V_bi + applied) / kT_eV
    n = grid_points(surface)
    _, pulse_filling = solve_junction(V_bi / kT_eV, ratio, n)
    C_initial, _ = solve_junction(surface, ratio, n, pulse_filling)
    C_final, _ = solve_junction(surface, ratio, n)
    return (1 - C_initial / C_final) / (ratio / 2)


biases = (reverse_bias, high_bias, 150.0)  # the last one only tests the limit
simulated_factors = [simulated_edge_factor(v) for v in biases]
for applied, factor in zip(biases, simulated_factors):
    assert abs(edge_factor(applied) / factor - 1) < 0.05
assert simulated_factors[0] < simulated_factors[1] < simulated_factors[2] < 1

# ---------- Rate window ----------
r = window_ratio
window_peak = r**(-1 / (r - 1)) - r**(-r / (r - 1))
window_rate = np.log(r) / (r - 1)
best = minimize_scalar(lambda s: np.exp(-r * s) - np.exp(-s),
                       bounds=(1e-3, 3), method="bounded",
                       options={"xatol": 1e-9})
assert abs(-best.fun - window_peak) < 1e-8
assert abs(best.x - window_rate) < 1e-5

# ---------- Tunnel-assisted emission through a triangular barrier ----------


def tunnel_exponent(energy, field):
    return 4 * np.sqrt(2 * mass) * energy**1.5 / (3 * hbar * q * field)


test_energy = 0.3 * q
barrier_length = test_energy / (q * peak_field)
action = quad(lambda s: 2 * np.sqrt(2 * mass * test_energy * (1 - s)) / hbar
              * barrier_length, 0, 1)[0]
assert abs(action / tunnel_exponent(test_energy, peak_field) - 1) < 1e-6


def emission_gain(field, depth_eV):
    """Rate gain from thermal lift to z*kT below the band, then tunnelling."""
    z = np.linspace(0, depth_eV / kT_eV, 3001)
    weight = np.exp(z - tunnel_exponent(z * kT, field))
    return 1 + np.sum((weight[1:] + weight[:-1]) / 2) * (z[1] - z[0])


gain_peak = emission_gain(peak_field, trap_depth_eV)
x_inner = max(W_pulse - edge_length, 0.0)
x_outer = W - edge_length
cells = 200
dx = (x_outer - x_inner) / cells
depths = x_inner + dx * (np.arange(cells) + 0.5)
gains = np.array([emission_gain(peak_field * (1 - x / W), trap_depth_eV)
                  for x in depths])
moment_weight = 2 * depths * dx / W**2
assert abs(moment_weight.sum() / edge_factor(reverse_bias) - 1) < 1e-6
scaled_rates = np.logspace(-3, 1, 1200)[:, None] * gains[None, :]
window_signal = (np.exp(-scaled_rates) - np.exp(-r * scaled_rates)) @ moment_weight
field_window_peak = window_signal.max() / moment_weight.sum()
assert field_window_peak <= window_peak + 1e-9

# ---------- Emission rate and refilling by leakage ----------
dos_integral = quad(lambda s: 2 * s**2 * np.exp(-s**2), 0, 12)[0]
dos_prefactor = (2 * mass * kT)**1.5 / (2 * np.pi**2 * hbar**3)
assert abs(dos_prefactor * dos_integral / N_C - 1) < 1e-7
thermal_speed = np.sqrt(3 * kT / mass)
sigma = cross_section_cm2 * 1e-4
emission_rate = sigma * thermal_speed * N_C * np.exp(-trap_depth_eV / kT_eV)
first_time = window_rate / emission_rate

flux_prefactor = 4 * np.pi * mass * kT**2 / h_planck**3
speed_scale = np.sqrt(kT / mass)
mean_forward = speed_scale * quad(
    lambda s: s * np.exp(-s**2 / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
assert abs(N_C * mean_forward / flux_prefactor - 1) < 1e-7
lowering_eV = np.sqrt(q * peak_field / (4 * np.pi * eps))
image = minimize_scalar(
    lambda nm: q / (16 * np.pi * eps * nm * 1e-9) + peak_field * nm * 1e-9,
    bounds=(0.01, 20), method="bounded", options={"xatol": 1e-9})
assert abs(image.fun / lowering_eV - 1) < 1e-6
leakage = (q * flux_prefactor * np.exp(-(barrier_eV - lowering_eV) / kT_eV)
           * emission_gain(peak_field, barrier_eV))
refill_fraction = sigma * leakage / q / emission_rate
assert refill_fraction < 0.05

# ---------- Bias and temperature drift ----------


def capacitance(T, applied):
    eps_T = eps * (1 + eps_temp_coeff * (T - temperature))
    bending = built_in(T) + applied
    return area_cm2 * 1e-4 * np.sqrt(q * eps_T * doping / (2 * bending))


C = capacitance(temperature, reverse_bias)
assert abs(C / (eps * area_cm2 * 1e-4 / W) - 1) < 1e-10
temp_drift = (eps_temp_coeff / 2
              + k_B / q * (np.log(N_C / doping) + 1.5) / (2 * V_total))
numeric_temp = (capacitance(temperature + 0.1, reverse_bias)
                - capacitance(temperature - 0.1, reverse_bias)) / (0.2 * C)
assert abs(numeric_temp / temp_drift - 1) < 1e-4
bias_tolerance = 2 * V_total * resolution
shifted = capacitance(temperature, reverse_bias + bias_tolerance)
assert abs((1 - shifted / C) / resolution - 1) < 1e-3

# ---------- Results ----------
N_min = 2 * doping_cm3 * resolution
N_full_formula = doping_cm3 * (2 * resolution - resolution**2)
factor_5, factor_20 = edge_factor(reverse_bias), edge_factor(high_bias)
W_high = depletion_width(V_bi + high_bias)
field_high = 2 * (V_bi + high_bias) / W_high
trap_number = N_min * area_cm2 * W * 100
assert W_high * 1e9 < film_nm
assert field_high * 1e-8 < breakdown_MV_cm

print(f"Relative capacitance resolution: {resolution:.1e}")
print(f"Doping: {doping_cm3:.1e} cm^-3")
print(f"IDEAL DETECTION LIMIT: {N_min:.3e} cm^-3 = {N_min*1e6:.3e} m^-3")
print(f"Relative error of linear inversion: {N_min/N_full_formula-1:.2e}")
print(f"Poisson signal at ideal limit: {simulated_resolution:.5e}")
print(f"Relative permittivity (rough): {eps_rel:.1f}")
print(f"Effective mass (rough): {mass_ratio:.2f} electron masses")
print(f"Barrier (rough): {barrier_eV:.2f} eV")
print(f"Trap depth (rough): {trap_depth_eV:.2f} eV")
print(f"Capture cross-section (rough): {cross_section_cm2:.1e} cm^2")
print(f"Temperature: {temperature:.0f} K; kT: {kT_eV:.5f} eV")
print(f"Area: {area_cm2:.1e} cm^2; film: {film_nm:.0f} nm")
print(f"Reverse bias: {reverse_bias:.1f} V; pulse bias: 0 V")
print(f"Band density of states: {N_C*1e-6:.3e} cm^-3")
print(f"Doping / band density of states: {doping/N_C:.4f}")
print(f"Fermi level below band: {fermi_depth_eV:.4f} eV")
print(f"Built-in voltage: {V_bi:.4f} V; total bending: {V_total:.4f} V")
print(f"Depletion width, reverse bias: {W*1e9:.1f} nm")
print(f"Depletion width, pulse: {W_pulse*1e9:.1f} nm")
print(f"Capacitance: {C*1e12:.2f} pF")
print(f"Smallest capacitance step: {C*resolution*1e15:.3f} fF")
print(f"Traps in depletion layer at ideal limit: {trap_number:.3e}")
print(f"Trap level below bulk Fermi level: {trap_below_fermi_eV:.4f} eV")
print(f"Edge length lambda: {edge_length*1e9:.1f} nm")
print(f"Active region: {x_inner*1e9:.1f} to {x_outer*1e9:.1f} nm")
print(f"Edge factor at 5 V, formula: {factor_5:.4f}")
print(f"Edge factor at 5 V, Poisson: {simulated_factors[0]:.4f}")
print(f"Limit with edges at 5 V: {N_min/factor_5:.3e} cm^-3")
print(f"Edge factor at 20 V, formula: {factor_20:.4f}")
print(f"Edge factor at 20 V, Poisson: {simulated_factors[1]:.4f}")
print(f"Limit with edges at 20 V: {N_min/factor_20:.3e} cm^-3")
print(f"Edge factor at 150 V (limit test only), formula: {edge_factor(150.0):.4f}")
print(f"Edge factor at 150 V (limit test only), Poisson: {simulated_factors[2]:.4f}")
print(f"Rate-window time ratio: {window_ratio:.0f}")
print(f"Rate-window peak, one rate: {window_peak:.4f}")
print(f"Ideal limit with window only: {N_min/window_peak:.3e} cm^-3")
print(f"Limit, edges and window, 5 V: {N_min/factor_5/window_peak:.3e} cm^-3")
print(f"Peak emission gain from tunnelling: {gain_peak:.2f}")
print(f"Emission gain at inner, outer trap: {gains[0]:.2f}, {gains[-1]:.2f}")
print(f"Rate-window peak with field effect: {field_window_peak:.4f}")
print(f"Limit, all three at 5 V: {N_min/factor_5/field_window_peak:.3e} cm^-3")
print(f"Zero-field emission rate: {emission_rate:.3f} s^-1")
print(f"First sampling time at window peak: {first_time*1e3:.1f} ms")
print(f"Peak field at 5 V: {peak_field*1e-8:.3f} MV/cm")
print(f"Peak field at 20 V: {field_high*1e-8:.3f} MV/cm")
print(f"Breakdown field (rough): {breakdown_MV_cm:.1f} MV/cm")
print(f"Depletion width at 20 V: {W_high*1e9:.1f} nm")
print(f"Image lowering: {lowering_eV:.4f} eV")
print(f"Leakage estimate: {leakage*1e-4:.2e} A/cm^2")
print(f"Leakage refilling / emission: {refill_fraction:.2e}")
print(f"Bias change equal to resolution: {bias_tolerance*1e3:.4f} mV")
print(f"Permittivity coefficient (rough): {eps_temp_coeff:.1e} K^-1")
print(f"Relative capacitance drift: {temp_drift:.3e} K^-1")
print(f"Temperature change equal to resolution: {resolution/temp_drift:.3f} K")
print("all assertions hold")
```

Output:

```
Relative capacitance resolution: 1.0e-05
Doping: 1.0e+17 cm^-3
IDEAL DETECTION LIMIT: 2.000e+12 cm^-3 = 2.000e+18 m^-3
Relative error of linear inversion: 5.00e-06
Poisson signal at ideal limit: 1.00001e-05
Relative permittivity (rough): 10.0
Effective mass (rough): 0.28 electron masses
Barrier (rough): 1.10 eV
Trap depth (rough): 0.80 eV
Capture cross-section (rough): 1.0e-14 cm^2
Temperature: 350 K; kT: 0.03016 eV
Area: 1.0e-03 cm^2; film: 1000 nm
Reverse bias: 5.0 V; pulse bias: 0 V
Band density of states: 4.685e+18 cm^-3
Doping / band density of states: 0.0213
Fermi level below band: 0.1160 eV
Built-in voltage: 0.9840 V; total bending: 5.9840 V
Depletion width, reverse bias: 257.2 nm
Depletion width, pulse: 104.3 nm
Capacitance: 34.43 pF
Smallest capacitance step: 0.344 fF
Traps in depletion layer at ideal limit: 5.144e+04
Trap level below bulk Fermi level: 0.6840 eV
Edge length lambda: 86.9 nm
Active region: 17.3 to 170.2 nm
Edge factor at 5 V, formula: 0.4336
Edge factor at 5 V, Poisson: 0.4429
Limit with edges at 5 V: 4.613e+12 cm^-3
Edge factor at 20 V, formula: 0.6702
Edge factor at 20 V, Poisson: 0.6771
Limit with edges at 20 V: 2.984e+12 cm^-3
Edge factor at 150 V (limit test only), formula: 0.8697
Edge factor at 150 V (limit test only), Poisson: 0.8729
Rate-window time ratio: 10
Rate-window peak, one rate: 0.6968
Ideal limit with window only: 2.870e+12 cm^-3
Limit, edges and window, 5 V: 6.619e+12 cm^-3
Peak emission gain from tunnelling: 13.96
Emission gain at inner, outer trap: 11.56, 2.67
Rate-window peak with field effect: 0.6673
Limit, all three at 5 V: 6.913e+12 cm^-3
Zero-field emission rate: 3.377 s^-1
First sampling time at window peak: 75.8 ms
Peak field at 5 V: 0.465 MV/cm
Peak field at 20 V: 0.871 MV/cm
Breakdown field (rough): 5.0 MV/cm
Depletion width at 20 V: 481.6 nm
Image lowering: 0.0819 eV
Leakage estimate: 1.26e-07 A/cm^2
Leakage refilling / emission: 2.32e-03
Bias change equal to resolution: 0.1197 mV
Permittivity coefficient (rough): 1.0e-04 K^-1
Relative capacitance drift: 8.850e-05 K^-1
Temperature change equal to resolution: 0.113 K
all assertions hold
```
